\section*{Why Exchange Has No Collective Multipole Source}

\section{What symmetry allows at large distance}

Take two groups of basis functions, $A$ and $B$, whose centres are a large distance $R$ apart. The functions are real and orthonormal within each group. Indices $m,l$ belong to $A$ and $n,s$ to $B$. With
\begin{equation}
(ml|ns)=\iint \frac{\chi_m(\mathbf r_1)\chi_l(\mathbf r_1)\,\chi_n(\mathbf r_2)\chi_s(\mathbf r_2)}{r_{12}}\,d\mathbf r_1 d\mathbf r_2 ,
\end{equation}
the far contributions to the Coulomb and exchange matrices are
\begin{equation}
J_{ml}=\sum_{ns}(ml|ns)P_{ns},\qquad K_{mn}=\sum_{ls}(ml|ns)P_{ls}.
\label{maps}
\end{equation}
Here $P$ is the closed-shell density matrix, including the occupation of two, and atomic units are used. Both maps use the same integrals.

To leading order $1/r_{12}$ is a constant. Dimensional analysis makes it proportional to $1/R$, and a constant cannot distinguish one orthonormal function from another. The leading maps must therefore keep their form under separate orthogonal transformations of the two groups.

For Coulomb, let $P_{BB}$ have a single element $P_{ns}$ with $n\neq s$. Reversing the sign of $\chi_n$ reverses $P_{BB}$ but leaves $J_{AA}$ alone, since $J_{AA}$ has no index on $B$. Hence this element contributes nothing. Permuting functions shows that all diagonal elements contribute equally, so only $\operatorname{Tr}P_{BB}$ enters. The same sign changes and permutations on $A$ make $J_{AA}$ a multiple of the unit matrix.

For exchange, let $P_{AB}$ have the single element $P_{ls}$. Reversing the sign of a function $\chi_m$ with $m\neq l$ leaves $P_{AB}$ alone but reverses $K_{mn}$, so $K_{mn}=0$ for $m\ne l$. The same argument on $B$ removes $n\ne s$. Only $K_{ls}$ survives, with a factor common to all pairs by permutation. Replacing $1/r_{12}$ by $1/R$ in (\ref{maps}) fixes both factors:
\begin{equation}
J_{AA}\simeq \frac{\operatorname{Tr}P_{BB}}{R}\,\mathbf 1_A,
\qquad
K_{AB}\simeq \frac{P_{AB}}{R}.
\label{leading}
\end{equation}
Coulomb reduces the source to one number. Exchange returns the whole block.

\section{A counter-example with two functions}

The claim to be examined is this: because exchange uses the same integrals, a far group can be replaced by its charge distribution, and a fast multipole method will then accelerate exchange as it does Coulomb.

Let $A$ hold one normalized function $a$ and $B$ one normalized function $b$, so far apart that their overlap in space can be neglected. Put two electrons in one of the orbitals
\begin{equation}
\phi_\pm=\frac{a\pm b}{\sqrt2}.
\end{equation}
From $P=2CC^{T}$ with coefficients $C_a=1/\sqrt2$ and $C_b=\pm1/\sqrt2$,
\begin{equation}
P_{aa}=P_{bb}=1,\qquad P_{ab}=2\cdot\frac{1}{\sqrt2}\cdot\frac{\pm1}{\sqrt2}=\pm1 .
\end{equation}
The electron density is $a^2+b^2\pm2ab$. The last term vanishes when the functions do not overlap, so both states have the same density everywhere, and the same multipole moments. Equation (\ref{maps}) gives
\begin{equation}
J_{aa}=(aa|bb)\simeq\frac1R,\qquad K_{ab}=\pm(aa|bb)\simeq\pm\frac1R .
\end{equation}
The Coulomb elements agree and the exchange elements have opposite signs. At $R=10.059$~\AA, where $1/R$ is 1.4315~eV, they differ by $2\times1.4315=2.863$~eV. No procedure that receives only the charge distribution can return both values.

The exchange energy, which contains $P_{ab}K_{ab}$, is the same in the two states because the sign appears twice. The matrix needed in the self-consistent equations is not.

\section{The correct statement}

For groups confined to regions that are far enough apart, each exchange integral does have a convergent multipole expansion, and sources for exchange can be formed. With $P_{ls}=2\sum_i C_{li}C_{si}$ and occupied orbitals $\phi_i=\sum_l C_{li}\chi_l$, where the indices now run over the whole basis,
\begin{equation}
K_{mn}=2\sum_i\sum_{ls}C_{li}C_{si}(ml|ns)=2\sum_i(m\,i|n\,i).
\end{equation}
The source $\chi_n\phi_i$ carries the target index $n$. There are $N N_{\rm occ}$ such products for $N$ functions and $N_{\rm occ}$ occupied orbitals, whereas Coulomb has one source, $\rho$, for all targets. This counts the potentials in one algorithm and is not a lower bound, since the products may be linearly dependent. The bound comes from the following statement.

\emph{At fixed accuracy, the Coulomb map $P_{BB}\to J_{AA}$ passes through a number of source moments that does not depend on the number of basis functions, provided the groups keep their spatial extent. The exchange map $P_{AB}\to K_{AB}$ is positive definite. It has rank $n_An_B$, and for well-separated groups all its eigenvalues are close to $1/R$. No shorter fixed list of linear moments can replace an arbitrary $P_{AB}$.}

\section{Proof for Coulomb, and what the expansion does for exchange}

Let $\mathbf R$ point from the centre of $B$ to that of $A$, and let $\mathbf d$ and $\mathbf e$ be the positions of the two electrons relative to the centres of $A$ and $B$. Then $\mathbf r_1-\mathbf r_2=\mathbf R+\mathbf t$ with $\mathbf t=\mathbf d-\mathbf e$. If $\gamma$ is the angle between $\mathbf t$ and $\mathbf R$, the Legendre expansion is
\begin{equation}
\frac1{|\mathbf R+\mathbf t|}=\sum_{k=0}^{\infty}(-1)^k\frac{t^k}{R^{k+1}}P_k(\cos\gamma),\qquad t<R .
\end{equation}
Suppose the functions are confined so that $t\le a<R$. Since $|P_k(\cos\gamma)|\le1$, stopping after order $p$ leaves a kernel error of at most
\begin{equation}
\varepsilon_p=\sum_{k>p}\frac{a^k}{R^{k+1}}=\frac1R\,\frac{(a/R)^{p+1}}{1-a/R}.
\end{equation}
For any normalized function $v$ on $A$, the error of its diagonal Coulomb element is at most $\varepsilon_p\int|\rho_B|\,d\mathbf r$, where $\rho_B=\sum_{ns}P_{ns}\chi_n\chi_s$. The basis size does not appear. The retained terms are polynomials in $\mathbf d-\mathbf e$, so $B$ enters through the moments of $\rho_B$ with monomials in $\mathbf e$ up to order $p$. There are $(p+1)(p+2)(p+3)/6$ of these: 1, 4 and 10 for $p=0,1,2$. This count is an upper limit. Because the kernel is harmonic, only $(p+1)^2$ combinations enter (1, 4 and 9), and for one fixed $\mathbf R$ fewer still (1, 2 and 5). This proves the Coulomb part for confined functions. Gaussian tails violate the confinement slightly, so the numerical case below uses the full integrals.

Through second order, with summation over repeated Cartesian indices,
\begin{equation}
\frac1{|\mathbf R+\mathbf t|}\simeq\frac1R-\frac{R_\alpha t_\alpha}{R^3}+\frac12T_{\alpha\beta}t_\alpha t_\beta,\qquad
T_{\alpha\beta}=\frac{3R_\alpha R_\beta-R^2\delta_{\alpha\beta}}{R^5}.
\end{equation}
The product $t_\alpha t_\beta$ equals $d_\alpha d_\beta+e_\alpha e_\beta-d_\alpha e_\beta-e_\alpha d_\beta$, and the two mixed terms are equal after contraction with the symmetric $T$. Let $S$, $D_\alpha$ and $Q_{\alpha\beta}$ be the matrices of $1$, the position component, and the product of two components, each about its own centre. Then
\begin{align}
(ml|ns)\simeq{}&\frac{S^A_{ml}S^B_{ns}}R-\frac{R_\alpha}{R^3}\left(D^A_{\alpha,ml}S^B_{ns}-S^A_{ml}D^B_{\alpha,ns}\right)\nonumber\\
&+\frac12T_{\alpha\beta}\left(Q^A_{\alpha\beta,ml}S^B_{ns}+S^A_{ml}Q^B_{\alpha\beta,ns}-2D^A_{\alpha,ml}D^B_{\beta,ns}\right).
\label{expansion}
\end{align}
The first neglected term is cubic in $t$ and falls as $R^{-4}$.

Every term has the form $c_kX^A_{k,ml}X^B_{k,ns}$ with symmetric matrices. Inserting it in (\ref{maps}) gives
\begin{equation}
J_{AA}\simeq\sum_kc_kX^A_k\operatorname{Tr}(X^B_kP_{BB}),\qquad
K_{AB}\simeq\sum_kc_kX^A_kP_{AB}X^B_k .
\label{factors}
\end{equation}
In the first expression the source has become a set of numbers. When two boxes $B$ and $B'$ merge, their moments are shifted to a common centre and added. In the second, $P_{AB}$ stands between the two factors. If the functions of $B$ and $B'$ do not overlap, the blocks $P_{AB}$ and $P_{AB'}$ produce different output blocks, $K_{AB}$ and $K_{AB'}$, so there is nothing to add. If they do overlap, $P_{AB'}$ also contributes to $K_{AB}$, but it still enters as a matrix between two factors and not as a set of moments.

The expansion can still save work. For groups of $n$ functions, direct contraction of one block takes of order $n^4$ operations, and the matrix products in (\ref{factors}) take of order $n^3$ per term. The products are therefore cheaper once $n$ is large compared with the number of terms. The gain is made separately for each pair of groups. If $P$ is dense, all $N^2$ elements of $K$ must still be produced.

\section{Proof for exchange}

Associate with the block $P_{AB}$ the two-point function
\begin{equation}
P_{AB}(\mathbf r_1,\mathbf r_2)=\sum_{ls}\chi_l(\mathbf r_1)P_{ls}\chi_s(\mathbf r_2).
\end{equation}
Multiply $K_{mn}$ by $P_{mn}$, sum, and group the functions by electron:
\begin{align}
\sum_{mn}P_{mn}K_{mn}
&=\iint\frac{\left[\sum_{mn}\chi_m(\mathbf r_1)P_{mn}\chi_n(\mathbf r_2)\right]\left[\sum_{ls}\chi_l(\mathbf r_1)P_{ls}\chi_s(\mathbf r_2)\right]}{r_{12}}\,d\mathbf r_1d\mathbf r_2\nonumber\\
&=\iint\frac{|P_{AB}(\mathbf r_1,\mathbf r_2)|^2}{r_{12}}\,d\mathbf r_1d\mathbf r_2 .
\label{positive}
\end{align}
The functions in each group are linearly independent, so $P_{AB}(\mathbf r_1,\mathbf r_2)$ vanishes identically only if the block is zero. For any other block the integral is positive. The map is symmetric, because $(ml|ns)=(lm|sn)$, and it is therefore positive definite with rank $n_An_B$. This part of the proof needs no large distance.

In orthonormal group bases $\iint|P_{AB}|^2\,d\mathbf r_1d\mathbf r_2=\sum_{ls}P_{ls}^2$. For a normalized eigenvector, (\ref{positive}) says that the eigenvalue $\lambda$ is the mean of $1/r_{12}$ with weight $|P_{AB}(\mathbf r_1,\mathbf r_2)|^2$. For the confined functions used above,
\begin{equation}
\frac1{R+a}\le\lambda\le\frac1{R-a}.
\end{equation}
As $R$ grows all eigenvalues approach $1/R$, in agreement with (\ref{leading}).

Now replace the exchange map by one that first reduces $P_{AB}$ to $k<M$ linear moments, where $M=n_An_B$. Its null space has dimension at least $M-k$. On each unit vector of an orthonormal basis of that space the approximate map gives zero, while the true result has norm at least $\lambda_{\min}$. The squared Frobenius norm of the error is therefore at least $(M-k)\lambda_{\min}^2$, and that of the true map is at most $M\lambda_{\max}^2$. Thus
\begin{equation}
\text{relative error}\ \ge\ \frac{\lambda_{\min}}{\lambda_{\max}}\sqrt{1-\frac kM}.
\label{bound}
\end{equation}
This completes the proof.

The statement concerns a fixed reduction that must serve every $P_{AB}$. It does not forbid compression of a particular density matrix. If $P_{AB}=UV^T$ with few columns, (\ref{factors}) becomes $\sum_kc_k(X^A_kU)(X^B_kV)^T$, which is cheaper. That saving comes from $P$, not from the Coulomb kernel.

\section{Decane}

The case is decane in an ideal all-trans geometry, treated by restricted Hartree--Fock in the minimal STO-3G basis and cut into five two-carbon groups. The level omits correlation and the basis is small, so the energies illustrate the algebra and do not predict measured values. The molecule has 72 functions and 41 occupied orbitals, giving $72\times41=2952$ exchange sources in the orbital algorithm. At most $2952-41\times40/2=2132$ of these are linearly independent, because the product of two different occupied orbitals is the same in either order.

The two end groups have 15 functions each and centres 10.059~\AA\ apart. The exchange eigenvalues lie between 1.079 and 1.814~eV, around $1/R=1.4315$~eV (0.05261 hartree). Their ratio is 0.595. For a 10\% error, (\ref{bound}) requires
\begin{equation}
k\ge225\left[1-\left(\frac{0.1}{0.595}\right)^2\right]=218.6,
\end{equation}
hence at least 219 moments; the computed spectrum requires 222. For 0.1\% all 225 are needed. The Coulomb map needs 1 and 4. These errors are Frobenius norms relative to the complete map, not errors for one chosen density.

In the 6-31G basis each end group has 28 functions. The exchange rank at 0.1\% rises to $28^2=784$, while the Coulomb rank stays at 4. It is also 4 in 6-31G*. Diffuse functions enlarge the groups: in 6-31+G the Coulomb rank at 0.1\% is 6, and the largest exchange eigenvalue reaches 2.97~eV, about twice $1/R$. Another comparison, in STO-3G, removes from $P_{BB}$ everything that contributes to the ten moments through second order. A remaining change of unit norm alters $J_{AA}$ by at most 0.0102~eV. The weakest exchange response to a unit change of $P_{AB}$ is 1.079~eV, about 106 times larger.

For the actual density, the reference is (\ref{maps}) evaluated with exact integrals and a single source block, $P_{BB}$ for $J$ and $P_{AB}$ for $K$. The error of (\ref{factors}) is measured by its Frobenius norm divided by that of this reference, both in the original basis functions. At orders 0, 1 and 2 it is 7.4\%, 0.84\% and 0.18\% for $J$, and 19\%, 3.5\% and 0.63\% for $K$. The expansion works for both. These percentages depend on the basis: in 6-31G they are about 7.6\%, 0.91\% and 0.19\% for $J$, and 22\%, 4.8\% and 0.97\% for $K$. When one group is moved from 30 to 60~\AA, the error of the second-order integrals falls with power 3.97, close to the expected 4.

\section{Why far exchange can nevertheless be cheap}

The total exchange energy is $-\frac14\sum P_{\mu\nu}K_{\mu\nu}$ over the whole basis. Keep only the terms in which both density factors come from $P_{AB}$, or both from its transpose $P_{BA}$. These two parts are equal, and together they give
\begin{equation}
E_x^{AB}=-\frac12\iint\frac{|P_{AB}(\mathbf r_1,\mathbf r_2)|^2}{r_{12}}\,d\mathbf r_1d\mathbf r_2
=-\frac{w_{AB}}{2R_{\rm eff}},\qquad w_{AB}=\iint|P_{AB}|^2\,d\mathbf r_1d\mathbf r_2 ,
\end{equation}
which defines the effective distance $R_{\rm eff}$. Because basis functions of neighbouring groups overlap, the whole matrix block $K_{AB}$ also contains other blocks of $P$. Their contribution can be of comparable size and is not included, so $E_x^{AB}$ measures this one term and not the complete exchange energy between the groups. For the end groups in STO-3G, contracting $P_{AB}$ with the whole block $K_{AB}$ gives $-1.2\times10^{-5}$~eV, about one third of the value found below. For the end groups $w_{AB}=4.262\times10^{-5}$. Using $R$ for the distance gives $-\frac12\times4.262\times10^{-5}\times1.4315=-3.05\times10^{-5}$~eV. The full integral is $-3.56\times10^{-5}$~eV ($-1.31\times10^{-6}$ hartree), corresponding to $R_{\rm eff}=8.617$~\AA. The weight thus favours pairs of points closer than the centres. Real-space quadrature on a coarse grid, trusted only to about one per cent, confirms the integral within that accuracy.

From groups 1 and 3 to groups 1 and 5, $E_x^{AB}$ falls by a factor of 1203. This factor separates into
\begin{equation}
\frac{1.995\times10^{-2}}{4.262\times10^{-5}}\times\frac{8.617}{3.352}=468\times2.57 .
\end{equation}
Most of the fall comes from the density matrix. The numbers themselves belong to STO-3G and to this partition by basis functions. In 6-31G the end groups give about $w_{AB}=1.9\times10^{-4}$, $E_x^{AB}=-1.7\times10^{-4}$~eV and $R_{\rm eff}=8.3$~\AA, and the fall is about $620\approx250\times2.5$. In symmetrically orthogonalized STO-3G functions the squared norm of the end-group block is $1.7\times10^{-5}$. Only the order of magnitude and the dominance of the density factor carry over. The electron repulsion falls from 737 to 396~eV, a factor of 1.86. Between nearly neutral groups, the attraction of each group's electrons to the other's nuclei and the repulsion between the nuclei largely cancel this term in the total energy. They are not included here, and the electronic term itself cannot be discarded.

A simple model shows why a gap has this effect. In an orthonormal basis, let the one-electron matrix $F$ couple only neighbouring groups, and let the eigenvalues of $x=F-\mu$ satisfy $\delta\le|x|\le W$, with $\mu$ in the gap. Then $P=1-\operatorname{sgn}(x)$. With $y=1-x^2/W^2$,
\begin{equation}
\operatorname{sgn}(x)=\frac xW(1-y)^{-1/2}=\frac xW\sum_{k=0}^{\infty}b_ky^k,\qquad 0<b_k\le1 .
\end{equation}
Since $0\le y\le q=1-\delta^2/W^2<1$, stopping at $k=L$ leaves an error of at most $q^{L+1}/(1-q)$. The retained polynomial has degree $2L+1$ in $F$ and cannot connect groups more than $2L+1$ steps apart. For groups $g\geq2$ steps apart, the choice $L+1=\lfloor g/2\rfloor$ gives
\begin{equation}
\|P_{AB}\|\le\frac{W^2}{\delta^2}\,q^{\lfloor g/2\rfloor}.
\end{equation}
The decay is at least exponential for $\delta>0$, and the bound loses its force as the gap closes. The Hartree--Fock matrix is not strictly limited to neighbours, so this is a model argument for decane; three distances do not establish an exponential law there. The bound is also far from sharp. With the STO-3G orbital energies, $\delta=0.46$ hartree, it gives about 580 for $g=4$ when the core levels are included ($W=11.1$ hartree) and 4.5 when they are left out ($W=1.16$ hartree). Both exceed the trivial limit $\|P_{AB}\|\le2$ on the spectral norm, so the bound fixes the form of the decay at large $g$ and does not account for the size of the computed fall.

Far Coulomb terms are summarized because their sources can be added. A far exchange term can be discarded when the density block it contains is small. With a small gap and a slowly decaying $P$, the second route weakens, and multipole expansion alone does not restore it.

\section*{Table of computed values}
\begin{verbatim}
C-C and C-H bond lengths: 1.54, 1.09 angstrom
decane RHF/STO-3G total energy: -10529.205 eV
basis functions N, occupied orbitals: 72, 41
exchange sources N*N_occ (Coulomb: 1): 2952
end-group centre distance R: 10.059 angstrom
1/R as an energy: 1.4315 eV = 0.05261 hartree
sto-3g: functions per end group: 15, 15
sto-3g: exchange eigenvalues min, max: 1.0793, 1.8139 eV
sto-3g: Coulomb singular values 2, 5, 10 over first: 3.97e-03, 7.41e-05, 3.35e-07
sto-3g: Coulomb rank for 10%, 0.1% error: 1, 4
sto-3g: exchange rank for 10%, 0.1% error: 222, 225
sto-3g: source moments removed: 10
sto-3g: strongest Coulomb response left: 0.0102 eV
6-31g: functions per end group: 28, 28
6-31g: exchange eigenvalues min, max: 1.0059, 2.0766 eV
6-31g: Coulomb singular values 2, 5, 10 over first: 6.47e-03, 1.93e-04, 2.57e-06
6-31g: Coulomb rank for 10%, 0.1% error: 1, 4
6-31g: exchange rank for 10%, 0.1% error: 771, 784
order 0: relative error of J, K: 7.39e-02, 1.86e-01
order 1: relative error of J, K: 8.37e-03, 3.53e-02
order 2: relative error of J, K: 1.78e-03, 6.29e-03
decay power of second-order error, 30 to 60 angstrom: 3.974
end-group exchange, integrals: -3.5611e-05 eV = -1.3087e-06 hartree
end-group exchange, quadrature: -3.5621e-05 eV
groups 1-3: centre distance, effective exchange distance: 5.030, 3.352 angstrom
groups 1-3: repulsion, exchange: 736.88, -4.286e-02 eV
groups 1-3: integral of |P_AB|^2: 1.995e-02
groups 1-4: centre distance, effective exchange distance: 7.544, 6.067 angstrom
groups 1-4: repulsion, exchange: 493.85, -8.419e-04 eV
groups 1-4: integral of |P_AB|^2: 7.094e-04
groups 1-5: centre distance, effective exchange distance: 10.059, 8.617 angstrom
groups 1-5: repulsion, exchange: 396.47, -3.561e-05 eV
groups 1-5: integral of |P_AB|^2: 4.262e-05
fall from 1-3 to 1-5, repulsion: 1.86
fall from 1-3 to 1-5, exchange: 1203.4
\end{verbatim}
